Inferring compressive film strain from the buckling of clamped beams

**Question**

I have a polysilicon film on a silicon wafer, patterned into straight test beams and then undercut so that each beam is held only at its two ends. The beams are 1 µm thick and 5 µm wide, and their lengths go up in steps of 5 µm. Under the microscope everything up to 95 µm looks flat, and the 100 µm beam is the first one that has buckled. I am supposed to get the compressive strain of the film from Euler's threshold.

I get stuck in three places. Euler's load for a hinged column is π²EI/L², but my beams are clamped, and I can't see what replaces the π². The film was under stress in both in-plane directions, so I don't know whether the force in the beam involves E or E/(1−ν). And once I have a number, how far should I trust it?

**Answer**

Count the strain e and the force P as positive in compression. Let t be the thickness, b the width, L the length and w(x) the upward deflection. I assume linear elasticity, small slopes, L much larger than b and t, and, to begin with, rigid clamps and a perfectly straight beam.

**Which modulus**

Before release the film is squeezed by e in both in-plane directions, and its top surface is free. With equal compressive stresses σ, Hooke's law reads

e = (σ − νσ)/E, so σ = Ee/(1−ν).

After release the long sides of the beam are free, so the sideways stress vanishes and the width relaxes. The length cannot relax, because the clamps hold it. With only the axial stress left, Hooke's law gives σ = Ee, and the force is

P = E e b t.

So E/(1−ν) belongs to the attached film and E to the released beam. Close to the clamps the width is still held, which adds a little force. For your 100 µm by 5 µm strip with ν = 0.22, a plane-stress solution (polynomial displacements, least energy) gives 1.004 times E e b t, so the correction is small.

**What replaces π²**

Let the beam bend slightly. The left clamp supplies an unknown moment M₀ and an unknown transverse force V₀, so the moment balance at x is

EI w'' = M₀ + V₀x − P w.

Differentiating twice removes both unknowns:

EI w'''' + P w'' = 0, with w = w' = 0 at both ends.

Put k² = P/(EI) and measure position from the middle, s = x − L/2. The general solution is a constant, a term linear in s, cos ks and sin ks. The end conditions are symmetric, so the even and odd parts of a solution satisfy them separately. Write β = kL/2.

Even part: w = C + D cos ks. Zero slope at the ends requires D sin β = 0, so β = π, 2π, and so on. Zero deflection then fixes C = −D cos β.

Odd part: w = Cs + D sin ks. The end conditions are

C + Dk cos β = 0 and CL/2 + D sin β = 0.

Eliminating C gives sin β = β cos β. The function sin β − β cos β starts at zero and has derivative β sin β, which is positive up to π, so there is no root there. The first one is at β = 4.493.

The lowest root of all is therefore β = π, or kL = 2π, and

P_c = 4π²EI/L².

The π² becomes 4π²: clamping makes the critical load four times that of a hinged column.

**The threshold strain**

For upward bending, I is the integral of bz² from z = −t/2 to t/2, which is bt³/12. Equating the two forces,

E e_c b t = 4π² E (bt³/12)/L².

Dividing by E b t gives

e_c = π²t²/(3L²).

Young's modulus and the width have cancelled. For t = 1 µm and L = 100 µm,

e_c = 3.290 × (1/100)² = 3.29×10⁻⁴ = 0.0329 percent.

Sideways buckling replaces t by b in this formula and needs about 25 times the strain (shear lowers this slightly), so the beam goes up or down first.

**What the array tells you**

The buckled 100 µm beam says that e is at least 0.0329 percent. It does not say that e equals this value. The flat 95 µm beam supplies the other side:

π²/(3 × 95²) = 3.645×10⁻⁴ = 0.03645 percent.

For ideal beams the film strain lies between these two values, a gap of 10.8 percent of the lower one. For a small length step ΔL the relative gap is about 2ΔL/L, so finer steps narrow it.

The longest beam also sets the smallest strain the array can detect. Since e_c varies as 1/L², doubling the greatest length at fixed thickness lowers that limit fourfold. A film in tension buckles none of these beams.

**How high the buckle is**

"Looks flat" needs a number too. Let u be the axial displacement. The local compressive strain is e − u' − w'²/2, since a sloping beam uses up extra length. Axial balance makes P uniform along the beam, and u vanishes at both ends, so averaging gives

P = E b t [e − (average of w'²)/2].

A buckled beam still obeys the bending equation, so on the first branch P stays at P_c. The even solution with β = π is

w = (A/2)[1 − cos(2πx/L)],

where A is the height at mid-span. Its slope is (πA/L) sin(2πx/L), and the average of w'² is π²A²/(2L²). Hence

e = e_c + π²A²/(4L²).

If the strain were at the upper end of your bracket, the 100 µm beam would stand

A = (2L/π)√(e − e_c) = 63.7 µm × √(3.55×10⁻⁵) = 0.38 µm

high. Suppose you can see 0.1 µm. A straight 100 µm beam reaches that height at a strain 0.75 percent above e_c. The 95 µm beam could likewise hide a small buckle, which moves the upper bound from 0.03645 to 0.03673 percent.

**A beam that was never quite straight**

Suppose the beam has an initial bow of the same shape, with height h. Bending stress comes from the change of shape, so

EI(w'''' − w₀'''') + P w'' = 0.

For this shape w'''' = −(2π/L)² w''. Inserting heights A and h,

−(2π/L)² EI (A − h) + P A = 0, so P = P_c(1 − h/A).

The length used up is now measured from the bowed state, so A² becomes A² − h² in the axial equation:

e = e_c(1 − h/A) + π²(A² − h²)/(4L²).

There is no sharp threshold any more. With h = 0.01 µm and A = 0.1 µm, the first term is 0.900 e_c and the second about 0.007 e_c. The beam looks buckled at a strain 9.3 percent below e_c. With this visibility limit, a bow of one hundredth of the thickness costs about as much accuracy as your 5 µm length step.

**Clamps that give way**

Suppose each end is a rotational spring of stiffness κ. At the right end EI w'' = −κw'. The even solution D(cos ks − cos β) then gives

−EI k² cos β = κk sin β, so tan β = −EI k/κ.

For a stiff spring β is near π and tan β ≈ β − π. With β = kL/2 this becomes

k(L + 2EI/κ) = 2π.

To leading order, a soft clamp acts like extra length EI/κ at each end. Undercut that frees more of the film adds real length. Taking 1 µm per end for the total, L becomes 102 µm and the inferred strain falls by 3.9 percent. Measure this length if you can: an etch that works in from the sides must reach at least 2.5 µm to free a 5 µm wide beam, and it can undercut the anchor pads by a similar distance. An extra 2.5 µm per end would lower the inferred strain by 9.3 percent.

Anchors can also move outward. If each one yields like a length a of beam, it moves by d = Pa/(E b t), and

P = E b t (e − 2d/L), so P(1 + 2a/L) = E b t e.

The inferred strain is then e_c(1 + 2a/L), which is 2 percent higher for a = 1 µm. This holds for anchors that only yield. A wide, undercut pad of the same film is itself compressed and can push inward on the beam, which raises P and lowers the inferred strain instead.

**Heat, thickness and the beam model**

If the microscope lamp warms the beam but not the substrate, the clamps turn the blocked expansion αΔT into compression. With α = 2.6×10⁻⁶ per K and 10 K, this is 2.6×10⁻⁵. It must be subtracted, which lowers the inferred film strain by 7.9 percent of e_c. Ten kelvin is a generous allowance. If the beam absorbs a power q per unit area and loses heat only through its ends, its mean temperature rise is qL²/(12λt), where λ is the thermal conductivity. With λ about 30 W/(m K), 10 K needs 3.6×10⁵ W/m², several hundred times full sunlight.

Thickness enters squared: a true thickness 2 percent larger than assumed raises the strain by 4 percent.

Sideways curvature is another simplification. If it were completely suppressed, the sideways bending stress would be νσ, and E in the bending stiffness would become E/(1−ν²). With the axial force unchanged, this raises the threshold by 5.1 percent. That is an upper limit for this effect, because the sides of your beam are free to curve.

Shear matters less. Let ψ be the rotation of a cross-section and S = (5/6)Gbt the shear stiffness, with G = E/[2(1+ν)]. For the even mode the shear force is Pw' = S(w' − ψ), so ψ = (1 − P/S)w'. The moment balance EIψ'' + Pw' = 0 then gives

P/(1 − P/S) = P_c, so P = P_c/(1 + P_c/S).

Here P_c/S = e_c × 2(1+ν) × 6/5, about 0.001, so the threshold drops by 0.1 percent.

**Your film**

The elastic constants and α used here are rough typical values; the bow, lamp heating and end lengths are assumed sizes, which you should replace with your own. Rigid clamps and a perfectly straight beam are idealizations; the estimates above show how far departures of the assumed sizes move the answer.

In the beam model, a stress that varies linearly through the thickness adds a constant to the moment, which disappears on differentiation, so with rigid clamps the threshold is unchanged. The real strip is less forgiving. The gradient acts in both in-plane directions and curls the width everywhere except at the clamps, and this bends the beam slightly even when the clamps are rigid. It then acts like an initial bow: for your strip, a thin-plate model reaches the visible 0.1 µm at a load 0.5 percent below the critical one for a film stress gradient of 10 MPa per µm, and 3.7 percent below for 68 MPa per µm. With soft clamps the gradient also rotates the ends, which bends the beam before the threshold as well.

For ideal beams and a 0.1 µm visibility limit, I would report 0.033 to 0.037 percent. If you cannot rule out the 0.01 µm bow and the 10 K of heating, they lower the lower bound together by about 17 percent, to 0.027 percent. Extra length at the ends comes on top of this: 1 µm per end takes the bound to 0.026 percent, and 2.5 µm per end to 0.0245 percent. Check the bow and the undercut at the anchors before asking for finer length steps, and dim the lamp to see whether heating matters at all.

If you need stress, use E = 160 GPa and the lower strain 3.29×10⁻⁴. The released beam carries 53 MPa just before buckling. The attached film carries 52.6/(1 − 0.22), or about 67 MPa, which is 4.2×10⁻⁴ eV/Å³. Unlike the threshold strain, these stresses inherit the full uncertainty of E.

Numerical values quoted here were computed with a short program.
